\section*{Choosing the Finite-Field Step for Dipoles and Polarizabilities from Noisy Energies}

\section{Question}

A correlated calculation, for instance configuration interaction (CI), returns the energy $E(F)$ of a system in a uniform electric field $F$, but each energy carries a small numerical error. The dipole moment and the polarizability are to be found from differences of such energies. A large field step spoils the difference quotient through higher derivatives, and a small one amplifies the energy errors. Which step is best for the first derivative, and which for the second? How do the best steps, and the errors that remain, scale with the noise in the energy?

\section{Answer: the two errors}

\subsection{Conventions and truncation}

The algebra is in atomic units. The field lies along $x$, primes denote derivatives with respect to $F$, and derivatives without an argument are taken at $F=0$. The expansion
\begin{equation}
E(F)=E(0)-\mu F-\tfrac12\alpha F^2-\dots
\end{equation}
defines the dipole moment $\mu=-E'$ and the polarizability $\alpha=-E''$. Take a step $F>0$ and the central differences
\begin{equation}
D_1=\frac{E(F)-E(-F)}{2F},\qquad
D_2=\frac{E(F)-2E(0)+E(-F)}{F^2}.
\end{equation}
Suppose that $E$ is smooth over the fields used. Its Taylor series is
\begin{equation}
E(\pm F)=E(0)\pm FE'+\frac{F^2}{2}E''\pm\frac{F^3}{6}E'''
+\frac{F^4}{24}E''''\pm\frac{F^5}{120}E^{(5)}+\frac{F^6}{720}E^{(6)}\pm\dots
\end{equation}
Subtracting the two series leaves twice the odd terms; adding them leaves twice the even terms. Division by $2F$ and $F^2$ then gives
\begin{align}
D_1-E'&=\frac{F^2}{6}E'''+\frac{F^4}{120}E^{(5)}+\dots,\\
D_2-E''&=\frac{F^2}{12}E''''+\frac{F^4}{360}E^{(6)}+\dots
\end{align}
Both truncation errors start at order $F^2$.

\subsection{Noise}

Let the computed energies be $E(F)+\eta_+$, $E(0)+\eta_0$ and $E(-F)+\eta_-$. All that is assumed is $|\eta|\le\varepsilon$ for each, with no known relation between them. The differences acquire the extra errors
\begin{equation}
\frac{\eta_+-\eta_-}{2F},\qquad \frac{\eta_+-2\eta_0+\eta_-}{F^2}.
\end{equation}
The least favourable signs give magnitudes $2\varepsilon/(2F)=\varepsilon/F$ and $(1+2+1)\varepsilon/F^2=4\varepsilon/F^2$. The second derivative divides by one more power of the step, and this is what separates the two scaling laws.

\section{The balance}

\subsection{First derivative}

To leading order in the truncation, the guaranteed error bound is
\begin{equation}
B_1(F)=\frac{F^2}{6}|E'''|+\frac{\varepsilon}{F}.
\end{equation}
Setting its derivative to zero,
\begin{equation}
\frac{F}{3}|E'''|-\frac{\varepsilon}{F^2}=0
\quad\Longrightarrow\quad
F_1=\left(\frac{3\varepsilon}{|E'''|}\right)^{1/3}.
\label{F1}
\end{equation}
This is a minimum, because $B_1''=|E'''|/3+2\varepsilon/F^3>0$. At the optimum $F_1^3|E'''|=3\varepsilon$, so the truncation part is $F_1^2|E'''|/6=\varepsilon/(2F_1)$, half the noise part. The sum is
\begin{equation}
B_1(F_1)=\frac{3\varepsilon}{2F_1}
=\frac32\,\varepsilon^{2/3}\left(\frac{|E'''|}{3}\right)^{1/3}.
\end{equation}

\subsection{Second derivative}

Here
\begin{equation}
B_2(F)=\frac{F^2}{12}|E''''|+\frac{4\varepsilon}{F^2},
\end{equation}
and the condition for a minimum is
\begin{equation}
\frac{F}{6}|E''''|-\frac{8\varepsilon}{F^3}=0
\quad\Longrightarrow\quad
F_2=\left(\frac{48\varepsilon}{|E''''|}\right)^{1/4}.
\label{F2}
\end{equation}
Again $B_2''=|E''''|/6+24\varepsilon/F^4>0$. Since $F_2^4|E''''|=48\varepsilon$, the truncation part equals $4\varepsilon/F_2^2$, the same as the noise part. Therefore
\begin{equation}
B_2(F_2)=\frac{8\varepsilon}{F_2^2}
=8\varepsilon\sqrt{\frac{|E''''|}{48\varepsilon}}
=2\sqrt{\frac{\varepsilon|E''''|}{3}}.
\end{equation}

\subsection{What the powers mean}

Reducing the energy noise a thousandfold reduces $F_1$ by $10$ and $F_2$ by $1000^{1/4}\approx5.6$. The error bound falls by $100$ for the dipole, but by $\sqrt{1000}\approx32$ for the polarizability. One more reliable decimal in the polarizability costs two more in the energy.

The optimum is flat. For a step $F=xF_1$ the truncation part is $x^2\varepsilon/(2F_1)$ and the noise part is $\varepsilon/(xF_1)$. For $F=xF_2$ the parts are $4x^2\varepsilon/F_2^2$ and $4\varepsilon/(x^2F_2^2)$. Division by the respective minima gives
\begin{equation}
\frac{B_1(xF_1)}{B_1(F_1)}=\frac{x^2+2/x}{3},\qquad
\frac{B_2(xF_2)}{B_2(F_2)}=\frac{x^2+1/x^2}{2}.
\end{equation}
A step $20\%$ too large or too small raises the bounds by at most about $10\%$. Larger errors cost more: a step twice too large raises the bounds by factors $1.67$ and $2.13$; a step half as large as it should be raises them by $1.42$ and $2.13$. A rough value of $E'''$ or $E''''$ is therefore enough, the more so because only its cube root or fourth root enters the step.

\section{How large the effect is in a model}

\subsection{The model and its derivatives}

Take two electrons on sites A and B at $x=-d/2$ and $x=+d/2$, each site with a core of charge $+1$. The hopping is $t=1$ eV, the on-site repulsion is $U=4$ eV, site B lies $\Delta=2$ eV above A, and $d=2$ \AA. These are round model parameters. With energies in eV and fields in V/\AA, an electron moved by $1$ \AA\ along a field of $1$ V/\AA\ changes its energy by $1$ eV, so the formulas above hold without conversion factors.

An electron has charge $-1$ and energy $+Fx$ in the field. The site energies are thus $\mp\delta/2$ with $\delta=\Delta+Fd$, and the contributions of the two cores cancel. The singlet states are both electrons on A, both on B, and one on each. The last is a normalized sum of two configurations, each coupled to a doubly occupied state by $-t$, so the coupling is $-2t/\sqrt2=-\sqrt2\,t$:
\begin{equation}
H=\begin{pmatrix}U-\delta&0&-\sqrt2t\\0&U+\delta&-\sqrt2t\\-\sqrt2t&-\sqrt2t&0\end{pmatrix}.
\end{equation}
Its lowest eigenvalue is the full CI energy of this model. With $a=U-\delta-E$ and $b=U+\delta-E$, the determinant of $H-E$ is $-abE-2t^2(a+b)$. Setting it to zero gives
\begin{equation}
P(E,\delta)=E\left[(U-E)^2-\delta^2\right]+4t^2(U-E)=0.
\end{equation}
Differentiating with respect to $F$, with $d\delta/dF=d$, gives $P_EE'-2E\delta d=0$, where
\begin{equation}
P_E=(U-E)^2-\delta^2-2E(U-E)-4t^2.
\end{equation}
At $F=0$ the energy is $E=-0.96239$ eV. Then $P_E=24.625-4+9.552-4=26.177$ eV$^2$, and $E'=2E\Delta d/P_E=-7.6991/26.177=-0.2941$ $e$\AA. The dipole is positive because the electrons favour A, on the negative side.

Higher derivatives follow by inserting $E=\sum_n c_nF^n$ into $P=0$. At order $F^n$ the new unknown $c_n$ appears linearly, multiplied by $P_E$ at zero field; the other terms contain lower coefficients. One linear equation per order gives $c_n$, and $E^{(n)}=n!\,c_n$. The results, in eV/(V/\AA)$^n$, are
\begin{equation}
E''=-0.4019,\quad E'''=-0.3373,\quad E''''=-0.3683,\quad E^{(5)}=0.215,\quad E^{(6)}=2.07.
\end{equation}
They passed a test against high-precision numerical differentiation of the eigenvalue.

\subsection{The best steps}

Let the energies be rounded to six decimals in eV, so that $\varepsilon=5\times10^{-7}$ eV. Equations (\ref{F1}) and (\ref{F2}) give
\begin{align}
F_1&=\left(\frac{1.5\times10^{-6}}{0.3373}\right)^{1/3}=0.0164\ \text{V/\AA},\\
F_2&=\left(\frac{2.4\times10^{-5}}{0.3683}\right)^{1/4}=0.0898\ \text{V/\AA},
\end{align}
or $3.20\times10^{-4}$ and $1.75\times10^{-3}$ atomic units. The least bounds are $4.6\times10^{-5}$ $e$\AA\ for the dipole and $5.0\times10^{-4}$ $e$\AA$^2$/V for the polarizability. Relative to the properties themselves these are about $0.016\%$ and $0.12\%$.

Neither of these steps serves the other derivative well. At $F_1$ the bound on the second derivative is essentially its noise part, $4\varepsilon/F_1^2=7.4\times10^{-3}$ $e$\AA$^2$/V, fifteen times the minimum. At $F_2$ the bound on the first derivative is mostly truncation, $F_2^2|E'''|/6=4.5\times10^{-4}$ $e$\AA, ten times its minimum. If a single step must serve for both, one in between is a fair compromise: at $0.042$ V/\AA\ each bound is about $2.4$ times its minimum.

Direct minimization of the worst error over all sign choices gives the same $F_1$ to the printed digits and an $F_2$ larger by less than $0.1\%$. This shift comes from the next Taylor term. Its size relative to the leading one is
\begin{equation}
\frac{F^2}{20}\left|\frac{E^{(5)}}{E'''}\right|\ \text{for }D_1,\qquad
\frac{F^2}{30}\left|\frac{E^{(6)}}{E''''}\right|\ \text{for }D_2,
\end{equation}
which is $9\times10^{-6}$ at $F_1$ and $1.5\times10^{-3}$ at $F_2$. For $D_2$ the two terms have opposite signs. With $r$ the second ratio, which is proportional to $F^2$, the truncation part becomes $(F^2|E''''|/12)(1-r)$. The condition for the minimum is then $F^4(1-2r)=F_2^4$, so $F\approx F_2(1+r/2)$, which is the small increase found. Both ratios must be small for the two laws to hold. Powers fitted to the numerically located minima over the whole range of noise levels from $10^{-8}$ to $10^{-5}$ eV agree with $1/3$ and $1/4$ for the steps, and with $2/3$ and $1/2$ for the least errors, within $0.001$.

\subsection{Finding the step without knowing the answer}

In practice $E'''$ and $E''''$ are unknown. Five energies at a larger pilot step $h$ supply them:
\begin{align}
\frac{E(2h)-2E(h)+2E(-h)-E(-2h)}{2h^3}&=E'''+\frac{h^2}{4}E^{(5)}+\dots,\\
\frac{E(2h)-4E(h)+6E(0)-4E(-h)+E(-2h)}{h^4}&=E''''+\frac{h^2}{6}E^{(6)}+\dots
\end{align}
In the first numerator the $E'$ terms are $4h-4h=0$, the $E'''$ terms are $(16-4)h^3/6=2h^3$, and the $E^{(5)}$ terms are $(64-4)h^5/120=h^5/2$. In the second, the constants give $2-8+6=0$ and the $E''$ terms $4h^2-4h^2=0$. The $E''''$ terms give $(32-8)h^4/24=h^4$, and the $E^{(6)}$ terms $(128-8)h^6/720=h^6/6$.

With $h=0.2$ V/\AA\ and rounded energies, the numerators are $-0.005359$ and $-0.000567$ eV. Division by $0.016$ and $0.0016$ (V/\AA)$^3$ and (V/\AA)$^4$ gives $E'''\approx-0.335$ and $E''''\approx-0.354$. The noise in these estimates is at most $6\varepsilon/(2h^3)=2\times10^{-4}$ and $16\varepsilon/h^4=5\times10^{-3}$, small enough here. The resulting steps, $0.0165$ and $0.0907$ V/\AA, lie within about $1\%$ of the optimum.

Rounded to $0.016$ and $0.09$ V/\AA, they give
\begin{align}
D_1&=\frac{-0.967146+0.957734}{0.032}=-0.29413\ e\text{\AA},\\
D_2&=\frac{-0.990529+1.924778-0.937506}{0.0081}=-0.4021\ e\text{\AA}^2/\text{V}.
\end{align}
The deviations from the reference derivatives are $5\times10^{-6}$ $e$\AA\ and $1.6\times10^{-4}$ $e$\AA$^2$/V. Both are below their bounds, which hold up to the small neglected Taylor terms: a bound describes the least favourable case, not the error of one calculation.

\subsection{Rounding that is not the worst case}

Among 4000 evenly spaced steps within $10\%$ of $F_2$, the largest error in $D_2$ caused by real rounding and truncation together is $3.1\times10^{-4}$ $e$\AA$^2$/V, while the bound reaches $5.1\times10^{-4}$. The reason is that $E(0)$ is the same number for every step, and that its rounding error happens to have a favourable sign. Its rounding error is $\eta_0=-0.962389+0.96238861=-3.9\times10^{-7}$ eV, so $-2\eta_0=+7.8\times10^{-7}$ eV is fixed. The numerator noise then lies between $-0.2\times10^{-6}$ and $+1.8\times10^{-6}$ eV instead of $\pm2\times10^{-6}$ eV. The truncation error is negative here, and noise of the same sign can add little to it.

\section{Other noise and other difference formulas}

\subsection{Random errors}

If the energy errors are independent, with zero mean and standard deviation $\sigma$, the mean square error is the natural measure. The noise variances are $2\sigma^2/(2F)^2=\sigma^2/(2F^2)$ and $(1+4+1)\sigma^2/F^4$, so
\begin{equation}
M_1=\frac{F^4E'''^2}{36}+\frac{\sigma^2}{2F^2},\qquad
M_2=\frac{F^4E''''^2}{144}+\frac{6\sigma^2}{F^4}.
\end{equation}
The conditions $F^3E'''^2/9=\sigma^2/F^3$ and $F^3E''''^2/36=24\sigma^2/F^5$ yield
\begin{equation}
F=\left(\frac{3\sigma}{|E'''|}\right)^{1/3},\qquad
F=\left(\frac{12\sqrt6\,\sigma}{|E''''|}\right)^{1/4}.
\end{equation}
The powers are unchanged; the factor $48$ becomes $12\sqrt6\approx29$. An error spread evenly over $[-\varepsilon,\varepsilon]$ has $\sigma=\varepsilon/\sqrt3$. With this $\sigma$ the steps are $0.0137$ and $0.0693$ V/\AA, and sampling with normally distributed errors confirms them.

\subsection{Errors that vary smoothly with the field}

An error common to all energies cancels in both differences. The convergence errors of an iterative CI solver can be largely of this kind: a variational energy errs upward, and at neighbouring fields the errors may be nearly equal. Taking their size as $\varepsilon$ then overstates the noise, and Eqs.~(\ref{F1}) and (\ref{F2}) give steps larger than needed. The $\varepsilon$ that matters is the part of the error that varies irregularly from field to field. If the error is instead a smooth function $\eta(F)$, the differences tend to $E'+\eta'$ and $E''+\eta''$ as the step shrinks. Shrinking the step does not remove $\eta'$ or $\eta''$, and at a larger step the truncation error can cancel them only by accident. The error of an approximate correlation method is of this kind wherever it varies smoothly with the field: the best step gives good derivatives of the energy that the method delivers, not of the true energy.

\subsection{One-sided differences}

The quotient $[E(F)-E(0)]/F$ has leading truncation error $FE''/2$ and noise at most $2\varepsilon/F$. From $|E''|/2=2\varepsilon/F^2$ the best step is $F=2(\varepsilon/|E''|)^{1/2}=0.0022$ V/\AA, and the least bound is $2(\varepsilon|E''|)^{1/2}=9.0\times10^{-4}$ $e$\AA. This is about twenty times the central-difference bound. The power $1/3$ thus belongs to the two-point central formula $D_1$, not to first derivatives as such.

\subsection{Vanishing higher derivatives}

Equation (\ref{F1}) fails when $E'''=0$. For inversion-symmetric sites, $\Delta=0$, the energy is even in $F$. Then $D_1$ has no truncation error, its noise bound $\varepsilon/F$ falls steadily with $F$, and there is no optimum. If $E'''$ vanishes but $E^{(5)}$ does not, the bound is $F^4|E^{(5)}|/120+\varepsilon/F$. Its minimum obeys $F^3|E^{(5)}|/30=\varepsilon/F^2$, so
\begin{equation}
F=\left(\frac{30\varepsilon}{|E^{(5)}|}\right)^{1/5}.
\end{equation}
Likewise, if $E''''=0$ and $E^{(6)}\ne0$, minimizing $F^4|E^{(6)}|/360+4\varepsilon/F^2$ gives $F^3|E^{(6)}|/90=8\varepsilon/F^3$ and $F=(720\varepsilon/|E^{(6)}|)^{1/6}$. The powers $1/3$ and $1/4$ therefore rest on nonzero third and fourth derivatives that dominate the truncation at the chosen step. The numerical output below lists the values for the model.

\section*{Computed values}
\begin{verbatim}
t, U, offset = 1.0, 4.0, 2.0 eV; d = 2.0 angstrom
energy error bound eps = 5.0e-07 eV
E(0) = -0.96238861 eV
derivative 1 = -0.2941196 eV/(V/angstrom)^1
derivative 2 = -0.4019364 eV/(V/angstrom)^2
derivative 3 = -0.3373359 eV/(V/angstrom)^3
derivative 4 = -0.3683152 eV/(V/angstrom)^4
derivative 5 = 0.2148874 eV/(V/angstrom)^5
derivative 6 = 2.0650995 eV/(V/angstrom)^6
F1 formula 0.01644, numerical 0.01644 V/angstrom
F2 formula 0.08985, numerical 0.08991 V/angstrom
one-sided step: formula 0.00223, numerical 0.00223 V/angstrom
atomic unit of field = 51.4221 V/angstrom
F1 = 3.198e-04, F2 = 1.747e-03 atomic units
F1: truncation 1.520e-05, noise 3.041e-05 e angstrom
F2: truncation 2.478e-04, noise 2.478e-04 e angstrom^2/V
least bound, first: formula 4.561e-05, numerical 4.561e-05 e angstrom
least bound, second: formula 4.955e-04, numerical 4.951e-04 e angstrom^2/V
next Taylor term / leading: first 8.6e-06, second 1.5e-03
noise powers, first: step 0.3333, least error 0.6667
noise powers, second: step 0.2505, least error 0.4995
noise powers, one-sided: step 0.4996, least error 0.5002
step x 0.5: error x 1.417 (first), x 2.127 (second)
step x 2.0: error x 1.667 (first), x 2.115 (second)
random errors, sigma = 2.887e-07 eV
rms step, first: formula 0.01369, sampled 0.01369 V/angstrom
rms step, second: formula 0.06928, sampled 0.06931 V/angstrom
rounded energies, steps within 10 % of x*F_opt: largest error (bound)
x=0.2: first 1.60e-04 (1.69e-04) e angstrom; second 6.52e-03 (7.65e-03) e angstrom^2/V
x=1.0: first 4.53e-05 (4.61e-05) e angstrom; second 3.11e-04 (5.07e-04) e angstrom^2/V
x=5.0: first 4.64e-04 (4.65e-04) e angstrom; second 7.15e-03 (7.50e-03) e angstrom^2/V
pilot step h = 0.2 V/angstrom
pilot E(-0.4) = -0.873699 eV
pilot E(-0.2) = -0.911179 eV
pilot E(+0.0) = -0.962389 eV
pilot E(+0.2) = -1.029725 eV
pilot E(+0.4) = -1.116150 eV
pilot derivatives: third -0.3349, fourth -0.3544 (units as above)
pilot steps: F1 0.01648, F2 0.09072 V/angstrom
E(+0.016) = -0.967146 eV, E(-0.016) = -0.957734 eV
E(+0.090) = -0.990529 eV, E(-0.090) = -0.937506 eV
dipole -D1 = 0.294125, reference 0.294120 e angstrom
  error 5.37e-06, bound 4.56e-05 e angstrom
polarizability -D2 = 0.402099, reference 0.401936 e angstrom^2/V
  error 1.62e-04, bound 4.96e-04 e angstrom^2/V
\end{verbatim}
